# Thomas-Fermi screening length in heavily doped six-valley silicon

## Problem

An n-type silicon crystal contains $n=10^{20}\ \mathrm{cm^{-3}}$ conduction electrons. They are shared equally by six equivalent valleys, each with a parabolic band, spin degeneracy 2 and density-of-states mass $m=0.32\,m_0$, where $m_0$ is the free-electron mass. The lattice has relative permittivity 11.7, and all donors are ionized. Their charge is treated as a uniform background, into which one extra static point charge is placed.

Show that at zero temperature the Thomas-Fermi screening length is about 0.57 nm, and judge how literally this length may be taken near a single donor.

Lengths are in nm and energies in eV. The absolute lattice permittivity is $\varepsilon$, and $e>0$ is the elementary charge. Useful values are

$$\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2},\qquad \frac{e^2}{\varepsilon}=1.5466\ \mathrm{eV\,nm}.$$

## Hints

1. Each valley holds one sixth of the electrons. Find the Fermi wave number from the density of one valley, not from the total density.
2. Screening depends on how many electrons the crystal gains when the band edge is lowered slightly. Which derivative of $n$ measures this?
3. In equilibrium the electrochemical potential is the same everywhere. Where the band edge is lowered by $U$, the local Fermi energy measured from that edge is raised by $U$.
4. Put the added electron density into Poisson's equation. For a spherical potential, work with $rU$ instead of $U$.

## Solution

### Counting the states

Take first a spherical valley. In a large volume there is one plane-wave state per $(2\pi)^3$ of wave-vector space, per unit volume and spin. With two spins and six valleys filled to the wave number $k_F$,

$$n=2\cdot 6\cdot\frac{1}{(2\pi)^3}\cdot\frac{4\pi k_F^3}{3}=\frac{6k_F^3}{3\pi^2},\qquad k_F=\left(\frac{3\pi^2 n}{6}\right)^{1/3}.$$

Silicon valleys are in fact ellipsoids, with a longitudinal mass $m_l$ and two transverse masses $m_t$. Substituting $k_i=\sqrt{m_i/m}\,\kappa_i$ turns $\sum_i\hbar^2k_i^2/(2m_i)$ into $\hbar^2\kappa^2/(2m)$. The volume element acquires the factor $\sqrt{m_lm_t^2/m^3}$, which equals 1 if $m=(m_lm_t^2)^{1/3}$. This is the density-of-states mass, and the spherical count holds with it.

Since $1\ \mathrm{cm^{-3}}=10^{-21}\ \mathrm{nm^{-3}}$, the density is $n=0.100\ \mathrm{nm^{-3}}$, or $0.016667\ \mathrm{nm^{-3}}$ per valley. Hence

$$k_F=(3\pi^2\times0.016667)^{1/3}\ \mathrm{nm^{-1}}=0.790\ \mathrm{nm^{-1}},$$

$$E_F=\frac{\hbar^2k_F^2}{2m}=\frac{0.0381}{0.32}\times(0.7902)^2\ \mathrm{eV}=0.0743\ \mathrm{eV}.$$

### Density of states at the Fermi level

Because $k_F\propto E_F^{1/2}$, the density obeys $n\propto E_F^{3/2}$. Differentiation gives

$$g=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{3\times0.100}{2\times0.07435}\ \mathrm{eV^{-1}nm^{-3}}=2.02\ \mathrm{eV^{-1}nm^{-3}}.$$

This $g$ includes both spins and all six valleys.

A direct count tests both the counting formula and the use of a single mass. In a periodic box of edge 400 nm, with $m_t=0.19\,m_0$ and $m_l=0.908\,m_0$ (chosen to keep $m=0.32\,m_0$), the ellipsoidal states below $E_F$ give $n=0.10001\ \mathrm{nm^{-3}}$. The number of states between $0.9E_F$ and $1.1E_F$, divided by the box volume and the energy interval, gives $g=2.020\ \mathrm{eV^{-1}nm^{-3}}$.

### From added electrons to a length

Let the extra charge be $+Ze$. It lowers the electron's potential energy by $U(r)>0$. If $U$ varies slowly, each small region behaves as a uniform gas. Constancy of the electrochemical potential then requires a local Fermi energy $E_F+U$, so the change in electron density is

$$\delta n=n\left[\left(1+\frac{U}{E_F}\right)^{3/2}-1\right]\approx\frac{3n}{2E_F}U=gU\qquad(U\ll E_F).$$

The electrostatic potential is $\phi=U/e$, and the induced charge density is $-e\,\delta n$. Away from the point charge, Poisson's equation $\nabla^2\phi=-\rho/\varepsilon$ becomes

$$\frac{1}{e}\nabla^2U=\frac{e\,\delta n}{\varepsilon}
\quad\Longrightarrow\quad
\nabla^2U=\frac{e^2g}{\varepsilon}\,U\equiv\frac{U}{\lambda^2}.$$

The two minus signs cancel, and the positive coefficient gives decay instead of oscillation. For a spherical potential $\nabla^2U=r^{-1}\,d^2(rU)/dr^2$, so $rU$ satisfies $(rU)''=rU/\lambda^2$. Its solutions are $e^{\pm r/\lambda}$, and the growing one is rejected. Close to the charge the field must be that of the bare charge in the lattice, $rU\to Ze^2/(4\pi\varepsilon)$. Therefore

$$U(r)=\frac{Ze^2}{4\pi\varepsilon r}\,e^{-r/\lambda},\qquad \lambda=\sqrt{\frac{\varepsilon}{e^2g}}.$$

The number of electrons drawn in confirms the coefficient:

$$\int\delta n\,d^3r=\frac{gZe^2}{4\pi\varepsilon}\,4\pi\int_0^\infty re^{-r/\lambda}dr=\frac{gZe^2\lambda^2}{\varepsilon}=Z.$$

The cloud neutralizes the charge, as it should.

With the numbers above,

$$\frac{1}{\lambda^2}=1.5466\times2.0175\ \mathrm{nm^{-2}}=3.12\ \mathrm{nm^{-2}},\qquad
\boxed{\lambda=0.566\ \mathrm{nm}\approx0.57\ \mathrm{nm}=5.7\ \text{Å}}$$

which was to be shown.

### How literally may the length be taken?

The derivation assumed a weak and slowly varying potential. Neither assumption holds well at a distance $\lambda$ from a donor with $Z=1$.

**Strength.** With $e^2/(4\pi\varepsilon)=0.1231\ \mathrm{eV\,nm}$, the exponential formula gives

$$U(\lambda)=\frac{0.1231}{0.5661}\times0.3679\ \mathrm{eV}=0.080\ \mathrm{eV},$$

which is $1.08\,E_F$, not a small fraction of it. Keeping the full $3/2$ power and solving the radial Poisson equation numerically gives a screened potential at $r=\lambda$ that is 0.306 of the bare one, against $e^{-1}=0.368$ in the linear theory. The screening of an attractive charge is stronger because $(1+U/E_F)^{3/2}$ lies above its tangent.

**Rapid variation.** To drop the assumption of slow variation, let a weak perturbation $-U_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate act on plane waves of energy $E_{\mathbf k}$. First-order perturbation theory changes the state $\mathbf k$ to

$$e^{i\mathbf k\cdot\mathbf r}\left[1+\frac{U_qe^{i\mathbf q\cdot\mathbf r}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}+\frac{U_q^*e^{-i\mathbf q\cdot\mathbf r}}{E_{\mathbf k-\mathbf q}-E_{\mathbf k}}\right].$$

In its squared modulus, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is $U_q$ times the sum of the two inverse energy differences. Both contribute equally after summation over the filled sphere, since $\mathbf k\to-\mathbf k$ interchanges them. Hence $\delta n_q=\chi(q)U_q$ with

$$\chi(q)=12\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{2}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}},$$

taken as a principal value where the denominator vanishes. For isotropic valleys $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\hbar^2(q^2+2kq\cos\theta)/(2m)$, and the angular integral gives

$$\chi(q)=\frac{6m}{\pi^2\hbar^2q}\int_0^{k_F}k\,\ln\left|\frac{q+2k}{q-2k}\right|dk.$$

For $q\ll k$ the logarithm tends to $q/k$, and the region $k\lesssim q$ contributes nothing in the limit $q\to0$. Thus $\chi(0)=6mk_F/(\pi^2\hbar^2)$. This is $g$, as follows from inserting $n=6k_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/(2m)$ into $3n/(2E_F)$. Thomas-Fermi screening is the long-wavelength limit of this response, known as the Lindhard response.

A potential that changes over the distance $\lambda$ contains wave numbers near $1/\lambda=1.77\ \mathrm{nm^{-1}}$. This exceeds even the diameter of the Fermi sphere, $2k_F=1.58\ \mathrm{nm^{-1}}$. At $q=1/\lambda$ the integral gives $\chi=0.339\,g$, so electrons in isotropic valleys respond with about one third of the assumed strength. Silicon's Fermi ellipsoids have diameters 1.22 and $2.66\ \mathrm{nm^{-1}}$, so $1/\lambda$ exceeds the short one only, and the six-valley response at this wave number depends on the direction of $\mathbf q$, from about $0.26\,g$ along [111] to $0.40\,g$ along [100]. For isotropic valleys, replacing $g$ by $\chi(q)$ in the linear Poisson equation and transforming back to real space leaves 0.514 of the bare potential at $r=\lambda$, instead of 0.368.

At $r=\lambda$ the two corrections have opposite signs. They were found separately, each with the other absent, so nothing above guarantees that they add. Solving the Schrödinger and Poisson equations self-consistently for $Z=1$ (isotropic valleys, no exchange) includes both and gives about 0.45 of the bare potential at $r=\lambda$. This is close to the sum $0.514+0.306-0.368$, and the net screening there is weaker than the exponential formula says. The value 0.57 nm is a sound measure of the long-wavelength response in this model. It is not an accurate map of the potential within a nanometre of a donor.

**Exchange.** Electrons of equal spin in the same valley avoid one another, which lowers their energy. Write $C=e^2/(4\pi\varepsilon)$. For spherical valleys, the unscreened exchange energy of an electron with $|\mathbf k|=k_F$ is

$$\mu_x=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi C}{|\mathbf k-\mathbf k'|^2}
=-\frac{Ck_F}{\pi}\int_0^1x\ln\frac{1+x}{1-x}\,dx=-\frac{Ck_F}{\pi},$$

where the angular integral has been done and $x=k'/k_F$. The last integral equals 1: expanding the logarithm as $2\sum_{j\ge0}x^{2j+1}/(2j+1)$ gives $\sum_{j\ge0}[1/(2j+1)-1/(2j+3)]=1$.

What enters the screening length is $d\mu/dn$, which equals $1/g=2E_F/(3n)$ without exchange. Since $k_F\propto n^{1/3}$, exchange adds $d\mu_x/dn=-Ck_F/(3\pi n)$. The fractional reduction is

$$\frac{Ck_F/(3\pi n)}{2E_F/(3n)}=\frac{Ck_F}{2\pi E_F}=\frac{0.1231\times0.7902}{2\pi\times0.07435}=0.208.$$

Because $\lambda\propto(d\mu/dn)^{1/2}$, the length falls by 11 % to 0.504 nm. Correlation is left out, so this is an indication of size and not a corrected value. In the random-phase approximation for six spherical valleys it acts in the same direction and brings the length to about 0.49 nm.

### Beside a real source or drain

A density near $10^{20}\ \mathrm{cm^{-3}}$ is roughly that of a heavily doped n-type source or drain in a silicon transistor. The mass and permittivity used here are also rough typical values for silicon. Both are long-wavelength quantities, while $\lambda$ is about one lattice constant (0.543 nm). At that scale the effective-mass description is at its limit and the lattice permittivity is already somewhat below 11.7. Such a device usually works near room temperature, not at zero; at 300 K the length becomes 0.604 nm, 6.7 % longer (Variation 2).

The band is also not perfectly parabolic. Take $E(1+\alpha E)=\hbar^2k^2/(2m)$ with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$. At fixed density $k_F$ is unchanged, the Fermi energy becomes 0.0718 eV, and $g$ is multiplied by $1+2\alpha E=1.072$. The length falls by 3.4 % to 0.547 nm.

Finally, real donors are discrete. A sphere containing one donor on average has radius 1.34 nm, while a sphere of radius $\lambda$ contains on average only 0.076 electrons of the uniform gas. The smooth background is therefore justified only as an average over regions that hold many donors, which are much larger than $\lambda$. The effect of the donors' random positions has not been estimated here.

## Variation 1: one valley instead of six

*Keep $n$, $m$ and $\varepsilon$ fixed, but put all electrons into one valley. What happens to $\lambda$?*

For $N_v$ valleys, $k_F\propto(n/N_v)^{1/3}$ and $E_F\propto(n/N_v)^{2/3}/m$. Consequently

$$g=\frac{3n}{2E_F}\propto m\,n^{1/3}N_v^{2/3},\qquad
\lambda\propto\varepsilon^{1/2}m^{-1/2}n^{-1/6}N_v^{-1/3}.$$

Going from six valleys to one multiplies the length by $6^{1/3}=1.817$:

$$\lambda_1=1.817\times0.566\ \mathrm{nm}=1.03\ \mathrm{nm}.$$

With fewer valleys the same electrons must fill higher kinetic energies. Adding density then costs more energy, and the gas screens less well.

The same scaling shows how weakly $\lambda$ depends on doping: at fixed $\varepsilon$, $m$ and $N_v$, the density must rise 64-fold to halve the length. This holds only for a degenerate parabolic band at zero temperature. Silicon does not offer such a range around $10^{20}\ \mathrm{cm^{-3}}$: $n/64=1.6\times10^{18}\ \mathrm{cm^{-3}}$ lies below the metal-insulator transition, and at 300 K the length at that density is about 5.5 times, not twice, the value at $10^{20}\ \mathrm{cm^{-3}}$.

## Variation 2: room temperature

*Keep the density, the six valleys and the permittivity fixed, and raise the temperature to 300 K. Can the classical Debye formula be used?*

At temperature $T$ the local density depends on the chemical potential $\mu$, measured from the local band edge. Lowering the edge by $U$ raises this $\mu$ by $U$, so $g$ is replaced by $dn/d\mu$ at constant $T$. Let $D(E)=3nE^{1/2}/(2E_F^{3/2})$ be the density of states and $f=[e^{(E-\mu)/k_BT}+1]^{-1}$ the occupation. Then

$$n=\int_0^\infty D f\,dE,\qquad
\frac{dn}{d\mu}=\frac{1}{k_BT}\int_0^\infty D f(1-f)\,dE,\qquad
\lambda=\left(\frac{\varepsilon}{e^2\,dn/d\mu}\right)^{1/2}.$$

If $f\ll1$ everywhere, then $f(1-f)\approx f$ and $dn/d\mu\approx n/(k_BT)$. This is the Debye limit. With $k_BT=0.02585\ \mathrm{eV}$ it would give

$$\lambda_D=\sqrt{\frac{\varepsilon k_BT}{e^2n}}=\sqrt{\frac{0.02585}{1.5466\times0.100}}\ \mathrm{nm}=0.409\ \mathrm{nm}.$$

The condition fails here. Solving the first integral numerically for the fixed density gives $\mu=0.0656\ \mathrm{eV}$, which lies above the band edge, so states near the edge are more than half full. The second integral then gives $\lambda=0.604\ \mathrm{nm}$.

The direction of the Debye error follows from $f(1-f)<f$: the true $dn/d\mu$ is smaller than $n/(k_BT)$, and the true length is longer than $\lambda_D$. Physically, the exclusion principle prevents electrons in nearly full states from taking part in the screening. At this density the zero-temperature formula, 6.3 % below the 300 K value, is much the better approximation. The main values used in this sheet are collected in the numerical output below.

## Numbers as computed

```
Electron density: 1.0e+20 cm^-3 = 0.100 nm^-3
Number of valleys: 6
Density per valley: 0.016667 nm^-3
Density-of-states mass: 0.32 m0
Relative permittivity: 11.7
hbar^2/(2 m0): 0.038100 eV nm^2
hbar^2/(2 m): 0.11906 eV nm^2
e^2/eps: 1.5466 eV nm
e^2/(4 pi eps): 0.12307 eV nm
Fermi wave number kF: 0.7902 nm^-1
Fermi energy EF: 0.07435 eV
Density of states g: 2.0175 eV^-1 nm^-3
1/lambda^2: 3.1202 nm^-2
Screening length lambda: 0.5661 nm = 5.661 angstrom
-- state count in a periodic box --
Masses ml, mt: 0.9077, 0.19 m0
Box edge: 400 nm
Counted density: 0.10001 nm^-3
Counted density of states: 2.0199 eV^-1 nm^-3
Length from count: 0.5658 nm
-- common errors --
Length if one valley assumed: 1.0287 nm
One-valley / six-valley ratio: 1.8171
Classical Debye length, 300 K: 0.4088 nm
-- neglected effects, one at a time --
kT at 300 K: 0.02585 eV
EF/kT at 300 K: 2.876
Chemical potential at 300 K: 0.06559 eV
Length at 300 K: 0.6041 nm
Change from 300 K: 6.7 %
Wave number 1/lambda: 1.7664 nm^-1
2 kF: 1.5805 nm^-1
Response at q=1/lambda over g: 0.3389
Screened/bare at r=lambda, exponential: 0.3679
Screened/bare at r=lambda, Lindhard: 0.5141
Screened/bare at r=lambda, nonlinear TF: 0.3056
Exponential well depth at r=lambda: 0.07998 eV
That depth over EF: 1.076
Exchange reduction of dmu/dn: 20.8 %
Length with unscreened exchange: 0.5038 nm
Change from exchange: -11.0 %
Nonparabolicity: 0.5 eV^-1
Nonparabolic Fermi energy: 0.07178 eV
Length with nonparabolicity: 0.5468 nm
Change from nonparabolicity: -3.4 %
Electrons in sphere of radius lambda: 0.0760
Radius of sphere per donor: 1.3365 nm
```
